Rayleigh Hysteresis in Ferroelectric Films: Linear Permittivity and Cubic Loss

**1. The situation**

A ferroelectric hafnium-zirconium oxide film, 10 nm thick, sits between two metal electrodes. A small alternating voltage is applied, well below the voltage that reverses the polarization. An ideal linear dielectric would show a capacitance independent of the amplitude and no loss. If the film contains domain walls held by defects, some wall segments jump from one pinned position to another even in a weak field, and do not jump back until the field has dropped to a lower value than the one at which they jumped. The charge then depends on the history of the field, and each cycle turns some electrical work into heat. How do the capacitance and the heat grow with the amplitude?

The field E is uniform in the film and swings between −E0 and +E0, where E0 is the peak value, not the root-mean-square value. D is the charge per area on the electrode, and ε0 is the vacuum permittivity. The drive is slow enough for the response to depend on the sequence of fields but not on their rate.

**2. The Rayleigh law from pinned segments**

Treat each pinned segment as a two-state unit. It jumps up when the rising field reaches a, and down when the falling field reaches b, with b ≤ a. The segments respond independently. Let g(a,b) da db be the change in D when all segments with thresholds in da db jump from down to up.

At low amplitude only thresholds near zero matter. If g is smooth and nonzero there, its leading term is a constant, which we write as

g = ε0α.

The Rayleigh coefficient α has the unit of inverse field. Everything else in the film, including the reversible bending of walls, is described by a lossless initial permittivity εi.

Let the field rise from −E0 to E. At −E0 every segment with b ≥ −E0 is down. Those among them with a ≤ E have jumped up on arrival at E. Segments with b < −E0 are never forced down in this cycle and contribute only a constant. The segments that jump therefore satisfy

−E0 ≤ b ≤ a ≤ E,

which is a right triangle in the (a,b) plane with both legs E + E0 and area (E + E0)²/2. Adding the reversible part,

D(E) − D(−E0) = ε0[εi(E + E0) + (α/2)(E + E0)²].

At E = E0 the total swing is

D(E0) − D(−E0) = 2ε0(εi + αE0)E0.

Measure D from the midpoint of the loop, so that D(−E0) = −D(E0). Each tip then has magnitude ε0(εi + αE0)E0, and the rising branch is

Drise = ε0[−(εi + αE0)E0 + εi(E + E0) + (α/2)(E² + 2E0E + E0²)].

The terms εiE0 cancel. The terms in E0² add to −αE0² + (α/2)E0² = −(α/2)E0². Hence

Drise = ε0[(εi + αE0)E − (α/2)(E0² − E²)].

On the way down from +E0, the segments with E ≤ b ≤ a ≤ E0 have jumped down. Their triangle has legs E0 − E, so

Dfall = ε0[(εi + αE0)E0 − εi(E0 − E) − (α/2)(E0 − E)²].

Expanding the square and collecting terms in the same way,

Dfall = ε0[(εi + αE0)E + (α/2)(E0² − E²)].

These two parabolas are the Rayleigh law. They meet at the tips, where E² = E0². At zero field the falling branch keeps a charge ε0αE0²/2, and the rising branch has the opposite charge.

The law needs g to be nonzero at the origin. If every threshold were larger in magnitude than some minimum field, this model would give no hysteresis until the amplitude exceeded that minimum, and the loop above it would not be a Rayleigh loop. The same holds for an ideal antiferroelectric film whose switching fields all lie away from zero: its double loop is not a Rayleigh loop.

**3. The first application of the field**

A film depolarized by a slowly decaying alternating field starts differently. Upward jumps need an amplitude of at least a, and downward jumps an amplitude of at least −b. As the amplitude decays, a segment with a + b > 0 loses its upward jump first and is left down. A segment with a + b < 0 is left up. With uniform density the two groups balance and D = 0.

When the field now rises from 0 to E, the segments that jump have 0 < a ≤ E and −a < b ≤ a. Their area is

∫₀ᴱ 2a da = E²,

so the initial curve is

D = ε0(εiE + αE²).

At E = E0 this gives ε0(εi + αE0)E0, the same tip as the steady loop. The coefficient of E² is α here and α/2 on a branch measured from its reversal point.

**4. Permittivity linear in the amplitude**

Define the amplitude permittivity as the tip charge divided by ε0E0. The hysteretic term vanishes at the tip, so

εamp = D(E0)/(ε0E0) = εi + αE0.

The reason is visible in the triangle. The number of segments taking part grows as E0², the charge they add grows as E0², and dividing by the field leaves one power of E0.

This is not the local slope. On the rising branch,

(1/ε0) dD/dE = εi + αE0 + αE,

which starts at εi just after reversal and reaches εi + 2αE0 at the upper tip. Its average over the field range is εi + αE0.

**5. Energy loss and the factor four-thirds**

The source supplies work E dD per volume. Over a closed cycle the film returns to its starting state, so the net work is heat:

W = ∮ E dD.

Since the change of the product ED over a closed loop is zero, ∮ E dD = −∮ D dE. The rising branch is traversed from −E0 to E0 and the falling branch back again, so

W = ∫ (Dfall − Drise) dE, from −E0 to E0.

The terms linear in E cancel in the difference, and the two hysteretic terms add:

Dfall − Drise = ε0α(E0² − E²).

Therefore

W = ε0α[E0²E − E³/3], taken from −E0 to E0
= ε0α(2E0³ − 2E0³/3)
= (4/3)ε0αE0³.

The initial permittivity has dropped out because its energy is stored and returned.

The same result follows from counting segments. A segment with charge jump q takes work qa from the source when it jumps up at field a. When it jumps down at b the charge change is −q and the work is −qb. The heat per cycle is q(a − b). Summing over all cycling segments,

W = ε0α ∫da ∫db (a − b), with −E0 ≤ b ≤ a ≤ E0.

The inner integral over b is (a + E0)²/2, and the outer one gives (2E0)³/6 = (4/3)E0³.

The triangle has area 2E0², so the mean threshold separation a − b of the cycling segments is (4/3)E0³/(2E0²) = 2E0/3. The cubic law thus combines a number of segments growing as E0² with a mean heat per segment growing as E0. The factor four-thirds is 2 times 2/3.

**6. What a sinusoidal measurement sees**

Let E = E0 sin θ, with θ increasing in time. Then E0² − E² = E0² cos²θ. The field rises when cos θ > 0, where the hysteretic term is negative, and falls when cos θ < 0, where it is positive. Both branches are contained in

D = ε0[(εi + αE0)E0 sin θ − (α/2)E0² cos θ |cos θ|].

The function cos θ |cos θ| is even in θ and changes sign under θ → θ + π, so its Fourier series contains cosines of odd multiples of θ. The coefficient of cos nθ is

cₙ = (4/π) ∫ cos²θ cos nθ dθ, from 0 to π/2.

For n = 1 the integral of cos³θ is 2/3, so c₁ = 8/(3π). For n = 3 use cos 3θ = 4cos³θ − 3cos θ. The integral of cos⁵θ is 8/15, which gives 4(8/15) − 3(2/3) = 2/15 and c₃ = 8/(15π).

Write the fundamental part of D as ε0E0(ε′ sin θ − ε″ cos θ), where positive ε″ means that the charge lags the field. Then

ε′ = εi + αE0,
ε″ = 4αE0/(3π),

and the cos 3θ coefficient of D is −4ε0αE0²/(15π).

Higher harmonics of D do no net work against a purely sinusoidal field. The fundamental gives

W = ε0E0² ∫ sin θ (ε′ cos θ + ε″ sin θ) dθ = πε0ε″E0²

over one period. Inserting ε″ returns (4/3)ε0αE0³.

Both ε′ and ε″ are linear in amplitude, and the ratio of their slopes is 4/(3π), whatever the value of α. Measured slopes with another ratio show that the measured loop is not a pure Rayleigh loop with lossless εi. The film itself may still follow the law, because a lossless layer in series with it also changes the measured ratio somewhat. The loss tangent is

tan δ = ε″/ε′ = 4αE0/[3π(εi + αE0)].

For αE0 ≪ εi it is proportional to E0. For αE0 ≫ εi it would approach 4/(3π), but in the film below that requires fields far above εi/α = 3 MV/cm, where the low-field law no longer applies.

**7. A 10 nm film at 0.3 MV/cm**

Take εi = 30, α = 10 cm/MV, E0 = 0.3 MV/cm and a frequency of 1 kHz. The peak voltage is 0.3 V. In these units ε0 = 0.08854 uC/cm² per MV/cm, and 1 uC/cm² times 1 MV/cm is 1 J/cm³.

The amplitude permittivity is

εamp = 30 + 10 × 0.3 = 33.

The tip charge is 0.08854 × 33 × 0.3 = 0.877 uC/cm². The charge kept at zero field is 0.08854 × 10 × 0.3²/2 = 0.040 uC/cm². The loss per cycle is

W = (4/3) × 0.08854 × 10 × 0.3³ = 0.0319 J/cm³.

Multiplied by the thickness, 10⁻⁶ cm, this is 31.9 nJ/cm². The sinusoidal quantities are ε″ = 1.27, tan δ = 0.039 and a third-harmonic charge of −0.0068 uC/cm².

At half the amplitude, 0.15 MV/cm, the permittivity is 31.5 and the loss is 0.0040 J/cm³. The increase above εi has halved, while the loss has fallen by a factor of eight.

**8. Where the uniform density fails**

Let h = (a − b)/2 be the half-width of a segment and u = (a + b)/2 its bias. The next term in a smooth density can be linear in h or in u. The triangle of cycling segments is symmetric under u → −u, so a term linear in u does not change the loss. For the term in h, write g = ε0α(1 + h/h1). With w = a − b = 2h, the range of b at given w has length 2E0 − w, and

W = ε0α ∫ w(1 + w/(2h1))(2E0 − w) dw, from 0 to 2E0.

The first part gives (4/3)E0³. The integral of w²(2E0 − w) is 16E0⁴/3 − 4E0⁴ = (4/3)E0⁴. Hence

W = (4/3)ε0αE0³[1 + E0/(2h1)].

For h1 = 1 MV/cm and E0 = 0.3 MV/cm the loss is 15 % above the cubic law. The correction vanishes in proportion to the amplitude.

A more abrupt failure comes from the main switching population, which carries the full remanent polarization Pr. Suppose that its half-widths have a Gaussian density G(h) centred on the coercive field, 1 MV/cm, and that its biases have a Gaussian spread s = 0.1 MV/cm about zero. Its total charge jump is 2Pr, with Pr = 15 uC/cm². A segment cycles if h + |u| ≤ E0, and the fraction with small enough |u| is an error function. The added loss is

Wtail = 2Pr ∫ 2h G(h) erf[(E0 − h)/(√2 s)] dh, from 0 to E0.

Numerical integration at 0.3 MV/cm gives 3 % of the Rayleigh loss if G has a standard deviation of 0.20 MV/cm, and 40 % if it is 0.25 MV/cm, all else fixed. For the narrower distribution the two losses are equal at 0.58 MV/cm. Being below the coercive field is therefore not a sufficient condition for the cubic law; the low-field tail of the switching distribution must also be small.

**9. Temperature and leakage**

At finite temperature a segment can jump before its threshold is reached. Let a segment with polarization ±Ps have half of its volume reversed at the top of the barrier, and call that half V. Reversing V from down to up in a field E changes the energy by −2PsVE, so the barrier to the upward jump is 2PsV(a − E) if nothing else in it depends on the field. The same barrier top is reached from the up state by reversing the other half, which gives 2PsV(E − b) for the downward jump. With attempt rate fa, a jump becomes likely within a time of order 1/f when the barrier has fallen to kT ln(fa/f). The upward threshold is lowered, and the downward one raised, by

δ = kT ln(fa/f)/(2PsV).

Every half-width becomes h − δ. Segments with h > δ again have a uniform density of half-widths starting at zero, so W is unchanged in this model. Segments with h < δ are treated as following the field reversibly, switching at E = u. Since da db = 2 dh du, they add a charge 2δε0α du in each interval du, which raises εi by 2αδ.

For Ps = 20 uC/cm², a volume V equal to a cube of edge 5 nm, fa = 10¹² Hz, f = 1 kHz and T = 300 K, δ is 0.017 MV/cm and the rise is 0.34, about 1 % of εi. This estimate treats the field as if it were held for the whole time 1/f. A swept field spends less time near each threshold: integrating the two jump rates over a sinusoidal cycle with the same barriers gives, at 0.3 MV/cm, a rise of 0.28 in the amplitude permittivity and a loss 3 % above the cubic law. The relative excess grows as the amplitude falls and is 5 to 6 % at 0.15 MV/cm. The unchanged loss holds only for the uniform density: the same δ applied to the Gaussian tail of section 8 raises its share from 3 % to about 4.5 % and from 40 % to about 50 %. The cube size and attempt rate are assumed values. A measured εi already contains this contribution. If the barrier is not linear in the field, δ can depend on h, which distorts the density and can change α as well.

Leakage adds a loss of another kind. An ohmic current density with peak J0 dissipates on average E0J0/2 per volume and time, hence E0J0/(2f) per cycle. With J0 = 10⁻⁷ A/cm² this is 1.5 × 10⁻⁵ J/cm³ at 1 kHz, or 0.05 % of W. It grows as 1/f, while the Rayleigh loss per cycle is independent of f, so the two are equal at 0.47 Hz.

**10. The film in a gate stack**

Place a lossless silicon dioxide layer of thickness tox = 0.7 nm and permittivity εox = 3.9 in series with the film of thickness t, with a thin floating metal layer between them. The metal keeps the film field uniform. With the oxide directly on the film, each domain would face a depolarizing field of its own. For alternating stripes 10 nm wide, polarized to ±15 uC/cm², this field is about 1.3 MV/cm at the centre of a stripe, averaged over the film thickness, and the model below would not apply.

Let the film be depolarized beforehand, so that D has no constant part. This matters: without trapped charge, a film poled to 15 uC/cm² would face a depolarizing field of about 2 MV/cm at zero voltage, above its coercive field, and could not keep that polarization. With no trapped charge and no net charge on the floating metal, D averaged over the area is the same in both layers, and

V = Et + toxD/(ε0εox).

On each branch D increases with E, so V does too. A voltage swinging monotonically between its peaks therefore drives the film field monotonically between −Ef and Ef. The film still follows a Rayleigh loop, with Ef in place of E0. At the tip,

V0 = Ef t + tox(εi + αEf)Ef/εox.

For the same peak voltage as before, 0.3 V, the positive root is Ef = 0.191 MV/cm. The oxide carries 1.56 MV/cm. This division assumes that the oxide passes no current. At 1 kHz the displacement current is only about 3 mA/cm², and direct tunnelling through 0.7 nm of silicon dioxide can far exceed it; the floating metal then charges through the oxide and the film takes nearly the full voltage. The numbers here describe an ideal insulating layer. The film loss is 0.0082 J/cm³, which is 0.26 of its value without the oxide, because (0.191/0.3)³ = 0.26.

The loss is cubic in the film field but rises somewhat more slowly than the cube of the voltage. The tip equation shows why: V0/Ef increases with Ef, since the film permittivity grows and a larger share of the voltage falls across the oxide.

**11. The numbers beside real films**

For hafnium-zirconium oxide films near 10 nm, a permittivity of about 30, a coercive field of about 1 MV/cm and a remanent polarization of 10 to 20 uC/cm² are rough typical values. The Rayleigh coefficient is the least certain input. It depends on the domain walls and defects of the particular film, and W scales directly with it, so 0.03 J/cm³ is an estimate of size and not a material constant. Among the effects computed here for a metal-ferroelectric-metal capacitor at 1 kHz, the largest change in the loss comes from departures from a uniform threshold density, which for the distributions above add 3 to 40 % at 0.3 MV/cm. In a gate stack the film shares the voltage with the oxide. If a floating metal layer keeps the film field uniform and the oxide passes no current, a layer with the capacitance of 0.7 nm of silicon dioxide cuts the film loss to about a quarter at fixed peak voltage. A real oxide this thin conducts by tunnelling, which at 1 kHz can remove most of that reduction. Band bending in the semiconductor and trapped charge, both omitted here, would change that division of voltage further.
